# Read–Shockley Energy of a Low-Angle Tilt Boundary in Silicon

## Part 1. The result and the screened stress field

### Result and conventions

A symmetric tilt boundary of small angle $\theta$ (in radians) has the energy per area

$$\gamma(\theta)=E_0\,\theta\,(A-\ln\theta),\qquad E_0=\frac{Gb}{4\pi(1-\nu)},$$

$$A=1-c+\ln\frac{\alpha}{2\pi},\qquad c=\frac{1-2\nu}{4(1-\nu)}.$$

Here $G$ is the shear modulus, $\nu$ is Poisson's ratio and $b$ is the length of the Burgers vector. The number $\alpha$ describes the dislocation core. It is defined by the energy per length of one isolated dislocation, core included, inside a cylinder of radius $R$ much larger than the core:

$$E(R)=\frac{Gb^2}{4\pi(1-\nu)}\ln\frac{\alpha R}{b}.$$

Linear elasticity supplies $E_0$ and the term $-\theta\ln\theta$. It cannot supply $\alpha$, which has to come from an atomistic calculation or a fit.

The model is an infinite, isotropic, linearly elastic crystal in plane strain: $u_z=0$, and nothing varies along $z$. The boundary is the plane $x=0$. It contains straight edge dislocations parallel to $z$ at $y=nD$, with $n$ running over all integers. Their Burgers vectors all point along $x$, normal to the boundary, so each dislocation has its own glide plane $y=nD$. Outside a small radius $r_0$ around each line the elastic field is taken to be that of an ideal edge dislocation. Faster-decaying fields that a real core may add are left out.

The stress scale used throughout is

$$K=\frac{Gb}{2\pi(1-\nu)},\qquad E_0=\frac K2 .$$

$K$ has the dimension of stress times length, which is energy per area.

### The field of one edge dislocation

Let $r^2=x^2+y^2$, and let $\phi$ be the polar angle, running from $0$ to $2\pi$ with a cut along the positive $x$ axis. The displacement is

$$u_x=\frac b{2\pi}\left[\phi+\frac{xy}{2(1-\nu)r^2}\right],$$

$$u_y=-\frac b{2\pi}\left[\frac{1-2\nu}{4(1-\nu)}\ln\frac{r^2}{\ell^2}+\frac{x^2-y^2}{4(1-\nu)r^2}\right].$$

The length $\ell$ is arbitrary, since changing it shifts the crystal rigidly. One turn around the line raises $\phi$ by $2\pi$ and returns every other term to its starting value. Hence $u_x$ grows by $b$ and $u_y$ by zero, which is the required closure failure. It remains to find the stress and to show that it is in equilibrium.

The derivatives needed are

$$\partial_x\phi=-\frac y{r^2},\quad \partial_y\phi=\frac x{r^2},\quad
\partial_x\frac{xy}{r^2}=-\frac{y(x^2-y^2)}{r^4},\quad
\partial_y\frac{xy}{r^2}=\frac{x(x^2-y^2)}{r^4},$$

$$\partial_x\frac{x^2-y^2}{r^2}=\frac{4xy^2}{r^4},\qquad
\partial_y\frac{x^2-y^2}{r^2}=-\frac{4x^2y}{r^4}.$$

They give the normal strains

$$\varepsilon_{xx}=-\frac{b}{4\pi(1-\nu)}\frac{y}{r^4}\left[2(1-\nu)r^2+x^2-y^2\right],$$

$$\varepsilon_{yy}=\frac{b}{4\pi(1-\nu)}\frac{y}{r^4}\left[2x^2-(1-2\nu)r^2\right].$$

In their sum the terms without $\nu$-dependent factors combine as $2x^2-x^2+y^2=r^2$. The total coefficient of $r^2$ is then $1-2(1-\nu)-(1-2\nu)=-2(1-2\nu)$, and the dilatation is

$$e=\varepsilon_{xx}+\varepsilon_{yy}=-\frac{b(1-2\nu)}{2\pi(1-\nu)}\frac y{r^2}.$$

The shear strain follows in the same way:

$$2\varepsilon_{xy}=\partial_yu_x+\partial_xu_y
=\frac{b}{4\pi(1-\nu)}\frac{x}{r^4}\left[\{2(1-\nu)-(1-2\nu)\}r^2+x^2-3y^2\right].$$

The brace equals $1$, so the square bracket is $2(x^2-y^2)$.

Hooke's law in plane strain reads $\sigma_{ij}=2G[\varepsilon_{ij}+\delta_{ij}\,\nu e/(1-2\nu)]$. The dilatation term adds $2\nu r^2$ inside the bracket of $\varepsilon_{xx}$ and $-2\nu r^2$ inside that of $\varepsilon_{yy}$. The results are

$$\sigma_{xx}=-K\frac{y(3x^2+y^2)}{r^4},\qquad
\sigma_{yy}=K\frac{y(x^2-y^2)}{r^4},\qquad
\sigma_{xy}=K\frac{x(x^2-y^2)}{r^4}.$$

For $b>0$ the crystal just above the line, at $y>0$, is compressed along $x$. This is the side of the extra half-plane.

All three components follow from one function, $p=y/r^2$. Its derivatives are $\partial_xp=-2xy/r^4$ and $\partial_yp=(x^2-y^2)/r^4$, so that

$$\sigma_{xx}=-K(p-x\partial_xp),\qquad \sigma_{yy}=-K(p+x\partial_xp),\qquad \sigma_{xy}=Kx\,\partial_yp .$$

The function $p$ is harmonic away from the line, because it is the real part of $1/(y+ix)$. Equilibrium follows at once:

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=Kx(\partial_x^2p+\partial_y^2p)=0,$$

$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}
=K(\partial_yp+x\partial_x\partial_yp)-K(\partial_yp+x\partial_x\partial_yp)=0 .$$

The local lattice rotation, counted positive from $x$ towards $y$, is $\omega=\tfrac12(\partial_xu_y-\partial_yu_x)$. Inserting the derivatives gives

$$\omega=-\frac{b}{8\pi(1-\nu)}\frac{x}{r^4}
\left[\{(1-2\nu)+2(1-\nu)\}r^2+2y^2+x^2-y^2\right].$$

The last three terms add up to $r^2$, and the bracket becomes $4(1-\nu)r^2$. Therefore

$$\omega=-\frac{b}{2\pi}\frac{x}{r^2}.$$

Poisson's ratio has dropped out, so the tilt angle will depend on geometry alone.

### Summing the array

The wall needs two sums, taken symmetrically in $n$:

$$S=\sum_n\frac{y-nD}{x^2+(y-nD)^2},\qquad
Q=\sum_n\frac{x}{x^2+(y-nD)^2}.$$

The order matters for $S$, whose terms fall off only as $1/n$. Symmetric summation describes a point whose wall extends equally far up and down, and it leaves no uniform stress in the distant crystal.

With $\zeta=y+ix$, each term obeys

$$\frac1{\zeta-nD}=\frac{(y-nD)-ix}{x^2+(y-nD)^2},$$

so the sum of $1/(\zeta-nD)$ is $S-iQ$. Euler's product $\sin\pi z=\pi z\prod_{n\ge1}(1-z^2/n^2)$ has the logarithmic derivative

$$\pi\cot\pi z=\frac1z+\sum_{n\ge1}\left(\frac1{z-n}+\frac1{z+n}\right).$$

Setting $z=\zeta/D$ gives $S-iQ=(\pi/D)\cot(\pi\zeta/D)$. To separate the parts, write $w=\pi\zeta/D$ and multiply numerator and denominator of $\cot w$ by $\sin w^*$:

$$\cot w=\frac{\cos w\,\sin w^*}{\sin w\,\sin w^*}
=\frac{\sin(w+w^*)-\sin(w-w^*)}{\cos(w-w^*)-\cos(w+w^*)} .$$

Define $X=2\pi x/D$ and $Y=2\pi y/D$. Then $w+w^*=Y$ and $w-w^*=iX$, and since $\sin iX=i\sinh X$ and $\cos iX=\cosh X$,

$$S=\frac\pi D\frac{\sin Y}{\cosh X-\cos Y},\qquad
Q=\frac\pi D\frac{\sinh X}{\cosh X-\cos Y}.$$

### Tilt angle

The rotation of the wall is $\omega=-(b/2\pi)Q$. Far from the boundary $Q\to\pm\pi/D$ for $x\to\pm\infty$, so the rotation tends to $+b/(2D)$ on the left and $-b/(2D)$ on the right. The misorientation is

$$\theta=\frac bD .$$

This is the small-angle form of an exact closure condition. Take a vector of length $L$ in the boundary and rotate it by $+\theta/2$ and by $-\theta/2$. The end points then lie $2L\sin(\theta/2)$ apart. The gap must equal the total Burgers vector $(L/D)b$ of the dislocations crossed, which gives $b=2D\sin(\theta/2)$. Replacing the sine by its argument changes $D$ by a relative amount $\theta^2/24$.

### Screening

Stress is linear in the sources. The factor $x$ in the formulas for $\sigma_{ij}$ is the same for every dislocation in the wall. The wall stress therefore follows by replacing $p$ with $S$:

$$\sigma_{xx}=-K(S-x\partial_xS),\qquad \sigma_{yy}=-K(S+x\partial_xS),\qquad \sigma_{xy}=Kx\,\partial_yS .$$

The derivatives are

$$\partial_xS=-\frac{2\pi^2}{D^2}\frac{\sin Y\sinh X}{(\cosh X-\cos Y)^2},$$

$$\partial_yS=\frac{2\pi^2}{D^2}\frac{\cos Y(\cosh X-\cos Y)-\sin^2Y}{(\cosh X-\cos Y)^2}
=\frac{2\pi^2}{D^2}\frac{\cosh X\cos Y-1}{(\cosh X-\cos Y)^2}.$$

On a glide plane, $Y=0$, the last fraction reduces to $1/(\cosh X-1)=1/[2\sinh^2(X/2)]$. The shear stress there is

$$\sigma_{xy}(x,0)=K\frac{\pi^2}{D^2}\frac{x}{\sinh^2(\pi x/D)} .$$

For $|x|\ll D$ the hyperbolic sine equals its argument, and $\sigma_{xy}=K/x$, the field of one dislocation. For $|x|\gg D$, at any fixed height where $\cos Y\ne0$,

$$\sigma_{xy}\simeq K\frac{4\pi^2x}{D^2}\,e^{-2\pi|x|/D}\cos Y .$$

The slow $1/x$ tail has been replaced by exponential decay with the length $D/(2\pi)$. At $x=D$ on a glide plane, the ratio of wall stress to single-dislocation stress is $\pi^2/\sinh^2\pi=0.074$.

The cancellation has a simple origin. On either side of the wall, a harmonic function that has period $D$ in $y$ and stays bounded at large $|x|$ consists of a part independent of $y$ and of waves that decay at least as fast as $e^{-2\pi|x|/D}$. The part of $S$ independent of $y$ is zero, since $S$ is odd in $y$. What survives at large distance is the constant value of $Q$, which is a rigid rotation and carries no strain energy.

For computation at large $|X|$, the hyperbolic functions overflow. With $q=e^{-|X|}$ one has $\cosh X=(1+q^2)/(2q)$, and therefore

$$S=\frac{2\pi}{D}\frac{q\sin Y}{1+q^2-2q\cos Y},\qquad
\partial_yS=\frac{4\pi^2}{D^2}\frac{q[(1+q^2)\cos Y-2q]}{(1+q^2-2q\cos Y)^2}.$$

Using $\sinh|X|=(1-q^2)/(2q)$ in the same way,

$$x\,\partial_xS=-\frac{4\pi^2|x|}{D^2}\frac{q(1-q^2)\sin Y}{(1+q^2-2q\cos Y)^2}.$$

These forms contain no growing exponentials.

## Part 2. Energy, silicon example and limits

### Quantities carried over

The dislocations lie at $x=0$, $y=nD$, with Burgers vector $b$ along $x$ and $\theta=b/D$. The stress scale is $K=Gb/[2\pi(1-\nu)]$. The wall stress is built from $S=(\pi/D)\sin Y/(\cosh X-\cos Y)$, where $X=2\pi x/D$ and $Y=2\pi y/D$. On the glide plane it is $\sigma_{xy}=K\pi^2x/[D^2\sinh^2(\pi x/D)]$, and it decays exponentially far from the wall. The constant $c$ is $(1-2\nu)/[4(1-\nu)]$, and an isolated dislocation has the energy $E(R)=(Kb/2)\ln(\alpha R/b)$ inside radius $R$.

### Strain energy as surface work

Consider one cell of the wall, $|y|<D/2$, with the cylinder $r<r_0$ removed and a cut along $y=0$, $x>r_0$. The cut makes the displacement single-valued. Because the stress is in equilibrium, the divergence theorem turns the strain energy per length into

$$\frac12\int\sigma_{ij}\varepsilon_{ij}\,dx\,dy=\frac12\oint \mathbf t\cdot\mathbf u\,ds ,$$

where $\mathbf t$ is the traction for the outward normal. The contour has four kinds of pieces.

**Far ends.** At $x=\pm L$ the stress falls as $Le^{-2\pi L/D}$, while the displacement grows at most linearly. The product vanishes as $L\to\infty$.

**Cell faces.** The faces $y=\pm D/2$ carry opposite tractions, so their joint work contains the difference $\Delta\mathbf u=\mathbf u(x,D/2)-\mathbf u(x,-D/2)$. Strain and rotation have period $D$. Hence $\partial_x\mathbf u$ is equal on the two faces, and $\Delta\mathbf u$ does not depend on $x$. On these faces $\sigma_{xy}$ is $x$ times an even function of $x$, so its integral is zero. The stress $\sigma_{yy}$ vanishes there because $\sin Y=0$. The faces do no net work.

**Cut.** The lower lip is displaced by $b$ along $x$ relative to the upper lip. The material below the cut has the outward normal $+y$, so the work is $+\tfrac12b\sigma_{xy}$ per area. With $\eta=\pi x/D$ and $\eta_0=\pi r_0/D$,

$$W_{\rm cut}=\frac b2\int_{r_0}^{\infty}\sigma_{xy}(x,0)\,dx
=\frac{Kb}2\int_{\eta_0}^{\infty}\frac{\eta\,d\eta}{\sinh^2\eta}.$$

The antiderivative is $-\eta\coth\eta+\ln\sinh\eta$: its derivative is $-\coth\eta+\eta/\sinh^2\eta+\coth\eta$. It tends to $-\eta+\eta-\ln2=-\ln2$ at infinity. Therefore

$$W_{\rm cut}=\frac{Kb}2\left[\eta_0\coth\eta_0-\ln(2\sinh\eta_0)\right].$$

For small $\eta_0$, $\eta_0\coth\eta_0=1+\eta_0^2/3$ and $\ln(2\sinh\eta_0)=\ln(2\eta_0)+\eta_0^2/6$, up to fourth-order terms. To leading order

$$W_{\rm cut}=\frac{Kb}2\left[1+\ln\frac{D}{2\pi r_0}\right].$$

**Core surface.** Near the line the stress is that of the dislocation itself. On a circle of radius $r$ it reads

$$\sigma_{xx}=-\frac Kr\sin\phi\,(2+\cos2\phi),\quad
\sigma_{yy}=\frac Kr\sin\phi\cos2\phi,\quad
\sigma_{xy}=\frac Kr\cos\phi\cos2\phi .$$

For the radial normal $(\cos\phi,\sin\phi)$ the traction components are

$$t_x=\sigma_{xx}\cos\phi+\sigma_{xy}\sin\phi=-\frac Kr\sin2\phi,\qquad
t_y=\sigma_{xy}\cos\phi+\sigma_{yy}\sin\phi=\frac Kr\cos2\phi .$$

The material outside the core has the opposite normal, which gives a minus sign:

$$W_{\rm core}=-\frac12\int_0^{2\pi}(t_xu_x+t_yu_y)\,r_0\,d\phi .$$

On the circle, $xy/r^2=\tfrac12\sin2\phi$ and $(x^2-y^2)/r^2=\cos2\phi$. The logarithm in $u_y$ is constant there and drops out, since $\cos2\phi$ integrates to zero. What remains is

$$W_{\rm core}=\frac{Kb}{4\pi}\int_0^{2\pi}\left[\phi\sin2\phi+\frac{\sin^22\phi+\cos^22\phi}{4(1-\nu)}\right]d\phi .$$

Integration by parts gives $\int_0^{2\pi}\phi\sin2\phi\,d\phi=-\pi$, and the second term gives $\pi/[2(1-\nu)]$. Hence

$$W_{\rm core}=-\frac{Kb}4\left[1-\frac1{2(1-\nu)}\right]=-\frac{Kb}2\,c .$$

The neighbours change this at order $(r_0/D)^2$. On the $y$ axis, their part of $S$ is $(\pi/D)\cot(\pi y/D)-1/y\simeq-\pi^2y/(3D^2)$. It vanishes at the core, so their stress there is of order $Kr_0/D^2$. Apart from a rigid motion, their displacement is of order $br_0^2/D^2$. The rigid motion does no work, because the dislocation's own traction has no net force or torque on the circle.

### Adding the core and forming the boundary energy

The region $r<r_0$ must now be filled. For an isolated dislocation, the energy between $r_0$ and $R$ is the cut work $(Kb/2)\ln(R/r_0)$ plus the work on two circles. The circle work does not depend on the radius and enters with opposite signs, so it cancels. Subtracting this energy from $E(R)$ leaves

$$E_{\rm in}(r_0)=\frac{Kb}2\ln\frac{\alpha r_0}{b}.$$

The same inner energy is used in the wall, since the stress from the neighbours vanishes at the core to leading order. The total per dislocation is

$$W=\frac{Kb}2\left[1-c+\ln\frac{D}{2\pi r_0}+\ln\frac{\alpha r_0}{b}\right]
=\frac{Kb}2\left[A+\ln\frac Db\right].$$

The auxiliary radius $r_0$ has cancelled. There is one dislocation per height $D$. Dividing by $D=b/\theta$ and using $\ln(D/b)=-\ln\theta$ gives

$$\gamma=\frac WD=\frac K2\,\theta\,(A-\ln\theta)=E_0\,\theta\,(A-\ln\theta).$$

The factor $\theta$ counts dislocations per height. The logarithm is the self-energy of each one, cut off by its neighbours at a distance proportional to $D$. A smaller angle means fewer dislocations, each with a larger strained region.

The definition of $\alpha$ matters in an implementation. A core parameter can also be defined from the work on a cut along the glide plane alone, with the core-surface work absorbed. The direction of the cut must be stated, because the core-surface work depends on it: a cut along $y$ gives $+(Kb/2)(1-c)$ in place of $-(Kb/2)c$. Such a parameter $\alpha_{\rm cut}$ enters as $A=1+\ln(\alpha_{\rm cut}/2\pi)$, and the two are related by $\alpha_{\rm cut}=\alpha e^{-c}$. Using one value in the other formula shifts the bracket by $c$.

### Consequences of the logarithm

The slope is $d\gamma/d\theta=E_0(A-1-\ln\theta)$, which grows without limit as $\theta\to0$. The energy itself goes to zero.

Two parallel boundaries of the same sign and angle $\theta$ can merge into one of angle $2\theta$. Within the law, the energy released per area is

$$2\gamma(\theta)-\gamma(2\theta)=2E_0\theta[-\ln\theta+\ln(2\theta)]=2E_0\theta\ln2>0 .$$

The merged wall is thus lower in energy, but the walls do not always attract each other. If their dislocations lie on the same glide planes, the stress $\sigma_{xy}(x,0)$ found above pushes the walls apart. Dislocations must then leave their glide planes by climb before the walls can merge into an evenly spaced one.

The formula has a maximum where $\ln\theta_m=A-1$. Its position is meaningful only if the dislocations are still well separated at that angle.

### Silicon at two degrees

The example is a boundary in the plane $(110)$ with tilt axis $[001]$ and Burgers vector $\tfrac a2[110]$. The inputs chosen for it, close to those of silicon at room temperature, are $a=0.543$ nm, $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. The core parameter $\alpha=4$ is a chosen model value.

The Voigt average gives

$$G=\frac{C_{11}-C_{12}+3C_{44}}5=68.4\ {\rm GPa}.$$

With the bulk modulus $B=(C_{11}+2C_{12})/3$,

$$\nu=\frac{3B-2G}{2(3B+G)}=0.217 .$$

The Burgers vector is $b=a/\sqrt2=0.384$ nm. Since $1$ GPa nm equals $1$ J/m$^2$, these values give $K=5.34$ J/m$^2$ and $E_0=2.67$ J/m$^2$. The constants in the bracket are $c=0.181$ and

$$A=1-0.181+\ln\frac4{2\pi}=0.368 .$$

At $2^\circ$, $\theta=0.03491$ and $-\ln\theta=3.355$. The spacing is $D=b/\theta=11.0$ nm, the decay length $D/(2\pi)$ is $1.75$ nm, and

$$\gamma=2.669\times0.03491\times3.723=0.347\ {\rm J/m^2}\approx2.2\ {\rm eV/nm^2}.$$

Each dislocation contributes $\gamma D=23.8$ eV/nm. On its glide plane at $x=D$, the shear stress is $36$ MPa, against $485$ MPa for an isolated dislocation.

The energy can also be obtained without surface work. Inverting Hooke's law gives $2G\varepsilon_{xx}=\sigma_{xx}-\nu(\sigma_{xx}+\sigma_{yy})$, and likewise for $yy$. The energy density is then

$$w=\frac1{4G}\left[\sigma_{xx}^2+\sigma_{yy}^2-\nu(\sigma_{xx}+\sigma_{yy})^2+2\sigma_{xy}^2\right].$$

The choice $r_0=b/\alpha$ makes $E_{\rm in}$ zero, so integrating $w$ outside this radius gives the whole model energy. Gauss–Legendre quadrature over one cell, truncated at $|x|=5D$, yields these values in J/m$^2$:

| Angle | Formula | Quadrature |
|---|---:|---:|
| $1^\circ$ | 0.20568 | 0.20569 |
| $2^\circ$ | 0.34680 | 0.34681 |
| $3^\circ$ | 0.46354 | 0.46359 |
| $5^\circ$ | 0.65360 | 0.65385 |

The extra digits serve to show the difference between the columns, not the accuracy for real silicon. At $5^\circ$ the difference is $0.04\,\%$ of the energy. Its size fits the neglected terms of order $(r_0/D)^2$.

Two $1^\circ$ walls release $0.065$ J/m$^2$ on merging. The formal maximum lies at $30.4^\circ$, where $D/b=1.88$. Cores less than two Burgers vectors apart are not separate defects in a linear medium, so this maximum is no prediction for silicon.

### What the model leaves out

The core parameter is the largest uncertainty among the effects sized here. At fixed elastic constants and angle, $\alpha=2$ gives $0.282$ J/m$^2$ and $\alpha=8$ gives $0.411$ J/m$^2$. Each factor of two moves the $2^\circ$ energy by about $19\,\%$ of its value at $\alpha=4$.

Silicon is elastically anisotropic. The isotropic modulus $G/(1-\nu)=87.3$ GPa in the logarithmic prefactor is then replaced by

$$M=\frac1\pi\int_0^\pi \hat{\mathbf b}\cdot\left[(mm)-(mq)(qq)^{-1}(qm)\right]\cdot\hat{\mathbf b}\,d\phi,\qquad (mq)_{jk}=m_iC_{ijkl}q_l .$$

Here $\hat{\mathbf b}$ is the unit vector along the Burgers vector, and $\mathbf m$ and $\mathbf q$ are perpendicular unit vectors turning about the dislocation line. This standard formula of anisotropic dislocation theory is used without derivation, to size the error. A sum over 720 equally spaced angles gives $M=81.7$ GPa, which lowers the prefactor by $6.5\,\%$. The corresponding change in $A$ was not calculated.

Heating softens the crystal. A rough fractional loss of $7\times10^{-5}$ per kelvin over $1000$ K lowers the prefactor by $7\,\%$, at fixed $b$, $\nu$ and $\alpha$. This estimate does not include the vibrational entropy of the cores.

A real core may disturb the crystal out to about $b$ rather than $b/\alpha$. Repeating the quadrature with $r_0=b$ at $2^\circ$ and comparing with $1-c+\ln(D/2\pi b)$ gives a difference of $0.07\,\%$ of the full bracket. This measures the higher-order elastic terms, not the nonlinear response of overlapping cores.

The lattice can also prevent perfectly even spacing. Each grain takes up $b/2$ of the closure gap per dislocation, so the lattice translation $\tfrac a2[hkl]$ from one core to the next has the component $b/2$ normal to the boundary, which means $h+k=\pm1$. Its component along the boundary, $(k-h)b/2$, is then a half-integer multiple of $b$. Cores on the boundary plane are about $28.5\,b$ or $29.5\,b$ apart, as in the $(29\,28\,0)$ and $(30\,29\,0)$ boundaries at $2.01^\circ$ and $1.94^\circ$. Whole-number spacings come with a sidestep of $b/2$ off the plane. The example needs a mean of $D/b=28.65$. The cost can be estimated from two dislocations stacked at distance $h$. Making the second in the stress of the first costs

$$b\int_0^R K\frac{x(x^2-h^2)}{(x^2+h^2)^2}dx
=Kb\left[\frac12\ln(x^2+h^2)+\frac{h^2}{x^2+h^2}\right]_0^R
\simeq Kb\left[\ln\frac Rh-1\right]$$

for $R\gg h$. Shift every second dislocation by $\delta=b/2$, so that the spacings alternate between $D+b/2$ and $D-b/2$. Summing the change of $-Kb\ln h$ over neighbours gives, per dislocation,

$$-\frac{Kb}2\sum_{m=1,3,5,\ldots}\ln\left(1-\frac{\delta^2}{m^2D^2}\right).$$

This is $0.01\,\%$ of the energy at $2^\circ$. The alternating pattern is a simple stand-in for the mixture of spacings $28.5\,b$ and $29.5\,b$ that cores on the boundary plane would need.

Low-angle boundaries do occur in cast silicon. The elastic constants used here are close to those of silicon at room temperature, but $\alpha=4$ is a round choice and not a measured property of this dislocation. Real boundaries can be curved, can contain a twist component and can collect impurities, none of which is included. For a clean, straight boundary of the stated type, with $\alpha$ between 2 and 8, the effects sized above suggest reading the result as roughly $0.25$ to $0.4$ J/m$^2$. A narrower value requires above all a core energy calculated for the same line direction, with a matching definition of $\alpha$.
